# LO-TO splitting and the Lyddane-Sachs-Teller relation from Huang's equations: a numerical check

```python
"""LO-TO splitting and the Lyddane-Sachs-Teller relation, tested on a lattice.

Result under test, for a cubic crystal with two atoms per cell (atomic units):
    w_LO^2 - w_TO^2 = 4 pi Zstar^2 / (volume * mu * eps_inf)
    eps_0 / eps_inf = w_LO^2 / w_TO^2
w_LO, w_TO: longitudinal and transverse optical frequencies near q = 0;
Zstar: Born charge; mu: reduced mass; volume: primitive cell volume;
eps_inf, eps_0: dielectric constants with clamped and with free ions.

Test system: rocksalt lattice of polarizable point ions joined by springs.
Frequencies come from diagonalization at a small finite wave vector q, with
dipole fields summed by Ewald's method. Corrections are of relative order
(q * spacing)^2, about 6e-6, which sets the tolerance of 1e-4.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import erfc

PI = np.pi
TOL = 1e-4
spacing = 5.0                    # nearest-neighbour distance, bohr
mass = np.array([40000.0, 60000.0])   # electron masses
q_size = 5e-4                    # wave number, 1/bohr
light_speed = 1 / constants.fine_structure
to_wavenumber = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100

mu = mass.prod() / mass.sum()
cell = spacing * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
volume = abs(np.linalg.det(cell))
reciprocal = 2 * PI * np.linalg.inv(cell).T
indices = np.array(list(itertools.product(range(-7, 8), repeat=3)))
eye3, eye6 = np.eye(3), np.eye(6)
collect = np.hstack([eye3, eye3])     # adds the vectors of the two ions
# ion displacements for unit relative displacement, centre of mass at rest
pattern = np.kron(np.array([[mass[1]], [-mass[0]]]) / mass.sum(), eye3)


def close(value, expected, tol=TOL):
    return abs(value - expected) <= tol * abs(expected)


def is_scalar_tensor(tensor, value):
    return np.abs(tensor - value * eye3).max() <= TOL * abs(value)


def dipole_sum(q, shift, eta):
    """Field at one site from unit dipoles, modulated by q, on a sublattice."""
    d = indices @ cell + shift
    r = np.linalg.norm(d, axis=1)
    d, r = d[r > 1e-9], r[r > 1e-9]   # a dipole does not act on itself
    gauss = 2 * eta / np.sqrt(PI) * np.exp(-(eta * r)**2)
    slope_over_r = -(erfc(eta * r) / r + gauss) / r**2
    curvature = 2 * erfc(eta * r) / r**3 + 2 * gauss * (1 / r**2 + eta**2)
    phase = np.exp(1j * d @ q)
    tensor = np.einsum("n,ni,nj->ij",
                       phase * (curvature - slope_over_r) / r**2, d, d)
    tensor = tensor + np.sum(phase * slope_over_r) * eye3
    g = indices @ reciprocal
    k = g + q
    k2 = np.sum(k**2, axis=1)
    weight = np.exp(-k2 / (4 * eta**2)) / k2 * np.exp(-1j * g @ shift)
    tensor -= 4 * PI / volume * np.einsum("n,ni,nj->ij", weight, k, k)
    if np.linalg.norm(shift) < 1e-9:
        tensor += 4 * eta**3 / (3 * np.sqrt(PI)) * eye3
    return tensor


def full_dipole_matrix(q, eta=0.4):
    step = np.array([spacing, 0.0, 0.0])
    same = dipole_sum(q, 0 * step, eta)
    return np.block([[same, dipole_sum(q, step, eta)],
                     [dipole_sum(q, -step, eta), same]])


def study(direction, charge, alphas, stiffness):
    """Return lattice results and macroscopic coefficients of one crystal."""
    q_hat = np.array(direction, float) / np.linalg.norm(direction)
    q = q_size * q_hat
    dip = full_dipole_matrix(q)
    charges = np.diag(np.repeat([charge, -charge], 3))
    alpha = np.diag(np.repeat(alphas, 3))
    cross = -stiffness / 3 * np.sum(np.cos(q * spacing))
    springs = np.kron([[stiffness, cross], [cross, stiffness]], eye3)
    root = np.sqrt(np.repeat(mass, 3))

    # complete lattice, macroscopic field included
    gain = np.linalg.inv(eye6 - dip @ alpha)
    hessian = springs - charges @ gain @ dip @ charges
    squares, modes = np.linalg.eigh(hessian / np.outer(root, root))
    u = modes[:, 5] / root
    relative = u[:3] - u[3:]
    along = q_hat @ relative
    moment = collect @ (charges @ u + alpha @ gain @ dip @ charges @ u)
    out = {"squares": squares,
           "share": abs(along)**2 / np.linalg.norm(relative)**2,
           "field": (-4 * PI / volume * (q_hat @ moment) / along).real}

    # static response to an external longitudinal field of unit size
    external = np.tile(q_hat, 2)
    u = np.linalg.solve(hessian, charges @ gain @ external)
    local = gain @ (dip @ charges @ u + external)
    p_free = q_hat @ collect @ (charges @ u + alpha @ local) / volume
    p_clamped = q_hat @ collect @ alpha @ gain @ external / volume
    out["eps_0"] = (1 / (1 - 4 * PI * p_free)).real
    out["eps_clamped"] = (1 / (1 - 4 * PI * p_clamped)).real

    # same lattice with the macroscopic field taken out of the dipole sums
    dip0 = dip + 4 * PI / volume * np.kron(np.ones((2, 2)),
                                           np.outer(q_hat, q_hat))
    gain0 = np.linalg.inv(eye6 - dip0 @ alpha)
    hessian0 = springs - charges @ gain0 @ dip0 @ charges
    out["dip0"] = dip0
    out["squares0"] = np.linalg.eigvalsh(hessian0 / np.outer(root, root))
    out["born"] = collect @ (charges + alpha @ gain0 @ dip0 @ charges) @ pattern
    out["born_force"] = pattern.T @ charges @ gain0 @ collect.T
    out["eps_inf"] = eye3 + 4 * PI / volume * collect @ alpha @ gain0 @ collect.T
    out["k_to"] = pattern.T @ hessian0 @ pattern
    return out


# Ewald sums: independent of the splitting parameter, and traceless
q_test = q_size * np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
first, second = full_dipole_matrix(q_test, 0.4), full_dipole_matrix(q_test, 0.5)
assert np.abs(first - second).max() < 1e-10 / spacing**3
for i, j in itertools.product((0, 3), repeat=2):
    assert abs(np.trace(first[i:i+3, j:j+3])) < 1e-10 / spacing**3

# charge, two polarizabilities (bohr^3), spring stiffness (hartree/bohr^2)
example = (1.0, (5.0, 15.0), 0.10)
crystals = [example, (1.0, (0.0, 0.0), 0.10), (0.6, (10.0, 10.0), 0.06)]
lorentz = 4 * PI / (3 * volume)

for charge, alphas, stiffness in crystals:
    for direction in ([1, 0, 0], [1, 2, 3]):
        res = study(direction, charge, alphas, stiffness)
        sq = res["squares"]
        zstar = res["born"][0, 0].real
        eps = res["eps_inf"][0, 0].real
        k_to = res["k_to"][0, 0].real
        assert sq[0] > 0                       # stable at this wave vector
        # cubic symmetry: scalar coefficients, one charge in both equations
        for i, j in itertools.product((0, 3), repeat=2):
            assert is_scalar_tensor(res["dip0"][i:i+3, j:j+3], lorentz)
        assert is_scalar_tensor(res["born"], zstar)
        assert is_scalar_tensor(res["born_force"], zstar)
        assert is_scalar_tensor(res["eps_inf"], eps)
        assert is_scalar_tensor(res["k_to"], k_to)
        # closed forms for the polarizable-ion model
        x = lorentz * sum(alphas)
        assert close(zstar, charge / (1 - x))
        assert close(eps, (1 + 2 * x) / (1 - x))
        assert close(k_to, stiffness - lorentz * charge**2 / (1 - x))
        assert close(res["eps_clamped"], eps)
        # transverse pair, longitudinal mode and its field
        assert close(sq[3], k_to / mu) and close(sq[4], k_to / mu)
        assert res["share"] > 1 - TOL
        assert close(res["field"], -4 * PI * zstar / (volume * eps))
        # main results
        assert close(sq[5] - sq[3], 4 * PI * zstar**2 / (volume * mu * eps))
        assert close(res["eps_0"] / eps, sq[5] / sq[3])
        assert close(res["eps_0"], eps + 4 * PI * zstar**2 / (volume * k_to))
        # Huang's coefficients give the same longitudinal frequency
        b11, b12 = -k_to / mu, zstar / np.sqrt(volume * mu)
        b22 = (eps - 1) / (4 * PI)
        assert close(sq[5], -b11 + 4 * PI * b12**2 / (1 + 4 * PI * b22))
        # without the macroscopic field the splitting disappears
        assert all(close(s, sq[3]) for s in res["squares0"][3:])

# numbers of the worked example, by the closed forms
charge, alphas, stiffness = example
x = lorentz * sum(alphas)
eps_inf = (1 + 2 * x) / (1 - x)
zstar = charge / (1 - x)
softening = lorentz * charge**2 / (1 - x)
k_to = stiffness - softening
k_field = 4 * PI * zstar**2 / (volume * eps_inf)
w_to, w_lo = np.sqrt(k_to / mu), np.sqrt((k_to + k_field) / mu)
eps_0 = eps_inf + 4 * PI * zstar**2 / (volume * k_to)
res = study([1, 2, 3], *example)
lattice_to, lattice_lo = np.sqrt(res["squares"][[3, 5]])

# macroscopic field of a plane wave, solved from Maxwell's equations
ratio = (w_to / light_speed)**2
polarization = np.array([0.3, -0.2, 0.5])
q_hat = q_test / q_size
maxwell = (q_size**2 - ratio) * eye3 - np.outer(q_test, q_test)
field = np.linalg.solve(maxwell, 4 * PI * ratio * polarization)
p_long = (q_hat @ polarization) * q_hat
p_trans = polarization - p_long
f_long = (q_hat @ field) * q_hat
retardation = w_to**2 / ((light_speed * q_size)**2 - w_to**2)
assert np.allclose(f_long, -4 * PI * p_long, rtol=1e-8, atol=1e-8)
assert np.allclose(field - f_long, 4 * PI * retardation * p_trans,
                   rtol=1e-6, atol=1e-9)

print("INPUTS")
print(f"nearest-neighbour distance: {spacing:.1f} bohr")
print(f"cell volume Omega: {volume:.1f} bohr^3")
print(f"ion masses: {mass[0]:.0f} and {mass[1]:.0f} electron masses")
print(f"ion charge Z: {charge:.1f} e")
print(f"polarizabilities: {alphas[0]:.1f} and {alphas[1]:.1f} bohr^3")
print(f"spring stiffness k: {stiffness:.3f} hartree/bohr^2")
print("BY THE DERIVED FORMULAS")
print(f"reduced mass mu: {mu:.0f} electron masses")
print(f"x = 4 pi alpha/(3 Omega): {x:.5f}")
print(f"eps_inf: {eps_inf:.4f}")
print(f"Born charge Z*: {zstar:.4f} e")
print(f"local-field softening of k: {softening:.6f} hartree/bohr^2")
print(f"mu w_TO^2: {k_to:.6f} hartree/bohr^2")
print(f"4 pi Z*^2/(Omega eps_inf): {k_field:.6f} hartree/bohr^2")
print(f"mu w_LO^2: {k_to + k_field:.6f} hartree/bohr^2")
print(f"w_LO^2 - w_TO^2: {k_field / mu:.5e} hartree^2")
print(f"w_TO: {w_to:.6e} hartree = {w_to * to_wavenumber:.2f} cm^-1")
print(f"w_LO: {w_lo:.6e} hartree = {w_lo * to_wavenumber:.2f} cm^-1")
print(f"w_LO - w_TO: {(w_lo - w_to) * to_wavenumber:.2f} cm^-1")
print(f"LO field per displacement E/u: "
      f"{-4 * PI * zstar / (volume * eps_inf):.6f} hartree/(e bohr^2)")
print(f"eps_0 from static Huang equations: {eps_0:.4f}")
print(f"w_LO^2/w_TO^2: {(w_lo / w_to)**2:.5f}")
print(f"eps_0/eps_inf: {eps_0 / eps_inf:.5f}")
print("BY THE LATTICE CALCULATION, q along [1,2,3]")
print(f"wave number q: {q_size:.1e} 1/bohr")
print(f"w_TO/c: {w_to / light_speed:.2e} 1/bohr")
print(f"pi/(nearest-neighbour distance): {PI / spacing:.3f} 1/bohr")
print(f"transverse |E|/(4 pi |P|) by retardation: {retardation:.2e}")
print(f"w_TO from diagonalization: {lattice_to:.6e} hartree")
print(f"w_LO from diagonalization: {lattice_lo:.6e} hartree")
print(f"LO field per displacement: {res['field']:.6f} hartree/(e bohr^2)")
print(f"eps_inf from clamped-ion response: {res['eps_clamped']:.4f}")
print(f"eps_0 from free-ion response: {res['eps_0']:.4f}")
no_field = np.sqrt(res["squares0"][3:])
print("optical frequencies without macroscopic field: "
      + ", ".join(f"{w:.5e}" for w in no_field) + " hartree")
print(f"crystals tested: {len(crystals)}, directions of q for each: 2")
print("tests ok")
```

Running it gives:

```
INPUTS
nearest-neighbour distance: 5.0 bohr
cell volume Omega: 250.0 bohr^3
ion masses: 40000 and 60000 electron masses
ion charge Z: 1.0 e
polarizabilities: 5.0 and 15.0 bohr^3
spring stiffness k: 0.100 hartree/bohr^2
BY THE DERIVED FORMULAS
reduced mass mu: 24000 electron masses
x = 4 pi alpha/(3 Omega): 0.33510
eps_inf: 2.5120
Born charge Z*: 1.5040 e
local-field softening of k: 0.025200 hartree/bohr^2
mu w_TO^2: 0.074800 hartree/bohr^2
4 pi Z*^2/(Omega eps_inf): 0.045263 hartree/bohr^2
mu w_LO^2: 0.120064 hartree/bohr^2
w_LO^2 - w_TO^2: 1.88597e-06 hartree^2
w_TO: 1.765413e-03 hartree = 387.46 cm^-1
w_LO: 2.236660e-03 hartree = 490.89 cm^-1
w_LO - w_TO: 103.43 cm^-1
LO field per displacement E/u: -0.030095 hartree/(e bohr^2)
eps_0 from static Huang equations: 4.0320
w_LO^2/w_TO^2: 1.60512
eps_0/eps_inf: 1.60512
BY THE LATTICE CALCULATION, q along [1,2,3]
wave number q: 5.0e-04 1/bohr
w_TO/c: 1.29e-05 1/bohr
pi/(nearest-neighbour distance): 0.628 1/bohr
transverse |E|/(4 pi |P|) by retardation: 6.64e-04
w_TO from diagonalization: 1.765412e-03 hartree
w_LO from diagonalization: 2.236660e-03 hartree
LO field per displacement: -0.030095 hartree/(e bohr^2)
eps_inf from clamped-ion response: 2.5120
eps_0 from free-ion response: 4.0320
optical frequencies without macroscopic field: 1.76541e-03, 1.76541e-03, 1.76541e-03 hartree
crystals tested: 3, directions of q for each: 2
tests ok
```
